# The Diamagnetic Shift of an Exciton and the Radius It Reveals

Q: An exciton is neutral. Why should a magnetic field change its energy in a way that tells me its size?

A: The pair is neutral as a whole, but each partner is charged and feels the field. Let the electron have charge $-e$ and mass $m_e$, the hole charge $+e$ and mass $m_h$, both masses being isotropic in the plane perpendicular to the field. The field $\mathbf B$ is uniform and points along $z$. I choose the symmetric gauge $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$, which is linear in $\mathbf r$. A particle of charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$, so

$$H=\frac{[\mathbf p_e+e\mathbf A(\mathbf r_e)]^2}{2m_e}+\frac{[\mathbf p_h-e\mathbf A(\mathbf r_h)]^2}{2m_h}+V(\mathbf r_e-\mathbf r_h).$$

This is an effective-mass model. Spin is left out for now. The size enters through the squares of $\mathbf A$, once the motion of the pair as a whole has been separated off.

Q: That separation is what I doubt. $\mathbf A$ depends on where the particles are, so the total momentum is not conserved.

A: It is not, but another quantity is. For each particle, reverse the sign of the vector potential and add:

$$\mathbf K=[\mathbf p_e-e\mathbf A(\mathbf r_e)]+[\mathbf p_h+e\mathbf A(\mathbf r_h)]=\mathbf P-e\mathbf A(\mathbf r),$$

with $\mathbf P=\mathbf p_e+\mathbf p_h$ and $\mathbf r=\mathbf r_e-\mathbf r_h$. To see that $\mathbf K$ is conserved, take the electron part:

$$[p_i+eA_i,\;p_j-eA_j]=-e[p_i,A_j]+e[A_i,p_j]=i\hbar e(\partial_iA_j+\partial_jA_i)=0.$$

The last step holds because $\partial_iA_j$ is antisymmetric for $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The hole part follows with $e\to-e$. Finally, $V$ depends on $\mathbf r$ alone and commutes with both $\mathbf P$ and $\mathbf A(\mathbf r)$. Since $\mathbf P$ also commutes with $\mathbf r$, the components of this pseudomomentum commute with one another and can all be given definite values. Light creates a pair with the small momentum of the photon, which I neglect: $\mathbf K=0$.

Q: What does the wave function then look like?

A: Let $M=m_e+m_h$ and let $\mathbf R$ be the centre of mass. The condition $[-i\hbar\nabla_R-e\mathbf A(\mathbf r)]\Psi=0$ gives

$$\Psi=e^{i\theta}\varphi(\mathbf r),\qquad \theta=\frac{e}{\hbar}\mathbf A(\mathbf r)\cdot\mathbf R=-\frac{e}{\hbar}\mathbf A(\mathbf R)\cdot\mathbf r.$$

The second form of $\theta$ comes from the triple product, $(\mathbf B\times\mathbf r)\cdot\mathbf R=-(\mathbf B\times\mathbf R)\cdot\mathbf r$. With $\mathbf p=-i\hbar\nabla_r$, the two forms give

$$\mathbf P\Psi=e^{i\theta}e\mathbf A(\mathbf r)\varphi,\qquad \mathbf p\Psi=e^{i\theta}[\mathbf p-e\mathbf A(\mathbf R)]\varphi .$$

Now insert $\mathbf p_e=\frac{m_e}{M}\mathbf P+\mathbf p$ and $\mathbf r_e=\mathbf R+\frac{m_h}{M}\mathbf r$. The electron's kinetic momentum acts on $\varphi$ as

$$\frac{m_e}{M}e\mathbf A(\mathbf r)+\mathbf p-e\mathbf A(\mathbf R)+e\mathbf A(\mathbf R)+\frac{m_h}{M}e\mathbf A(\mathbf r)=\mathbf p+e\mathbf A(\mathbf r).$$

For the hole, $\mathbf p_h=\frac{m_h}{M}\mathbf P-\mathbf p$ and $\mathbf r_h=\mathbf R-\frac{m_e}{M}\mathbf r$ give

$$\frac{m_h}{M}e\mathbf A(\mathbf r)-\mathbf p+e\mathbf A(\mathbf R)-e\mathbf A(\mathbf R)+\frac{m_e}{M}e\mathbf A(\mathbf r)=-\mathbf p+e\mathbf A(\mathbf r).$$

The position $\mathbf R$ has dropped out. Each result is again a function of $\mathbf r$ times $e^{i\theta}$, so the second application, needed for the square, works in the same way.

Q: I still see terms linear in $\mathbf A$. Why is the shift not linear in $B$?

A: Expand the squares. Since $\nabla\cdot\mathbf A=0$, we have $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and

$$(\mathbf p\pm e\mathbf A)^2=p^2\pm2e\mathbf A\cdot\mathbf p+e^2A^2,\qquad \mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12BL_z .$$

Also $|\mathbf B\times\mathbf r|=B\rho$, where $\rho$ is the separation perpendicular to the field, so $A^2=B^2\rho^2/4$. With $1/\mu=1/m_e+1/m_h$,

$$H_{\rm rel}=\frac{p^2}{2\mu}+V+\frac{eB}{2}\left(\frac1{m_e}-\frac1{m_h}\right)L_z+\frac{e^2B^2\rho^2}{8\mu}.$$

The linear terms have opposite signs for the two particles and the quadratic terms have the same sign. If $V$ is symmetric about the $z$ axis, $L_z$ is conserved, and in a state with $L_z=0$ the linear term gives zero. First-order perturbation theory for a non-degenerate bound state of this kind leaves

$$\boxed{\Delta E=\frac{e^2B^2}{8\mu}\langle\rho^2\rangle}$$

with the average taken at zero field. The added potential is a parabolic bowl, and a larger pair reaches further up its walls. That is why the shift is positive and measures size.

Q: And if $\mathbf K$ is not zero?

A: Then $\mathbf P$ acts as $\mathbf K+e\mathbf A(\mathbf r)$. The two kinetic momenta gain $\frac{m_e}{M}\mathbf K$ and $\frac{m_h}{M}\mathbf K$. The cross terms in the squares are

$$\frac{\mathbf K}{M}\cdot(\mathbf p+e\mathbf A)+\frac{\mathbf K}{M}\cdot(-\mathbf p+e\mathbf A)=\frac{e}{M}\mathbf K\cdot(\mathbf B\times\mathbf r).$$

This vanishes if $\mathbf K$ is parallel to $\mathbf B$, since $\mathbf B\times\mathbf r$ is perpendicular to $\mathbf B$. A component $K_\perp$ perpendicular to the field makes it act like a uniform electric field on the pair. In second order it then changes the energy by an amount proportional to $K_\perp^2B^2$, which would contaminate the measurement. The boxed law needs $K_\perp=0$.

Q: Give me a case where $\langle\rho^2\rangle$ is known.

A: Take Coulomb attraction in a medium of relative permittivity $\varepsilon$. The natural units are those of Rydberg type, scaled to the exciton:

$$a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2\mu a^2},\qquad \gamma=\frac{eBa^2}{\hbar}.$$

The Coulomb strength is $e^2/(4\pi\varepsilon_0\varepsilon)=\hbar^2/(\mu a)=2a\,\mathrm{Ry}$. The magnetic term divided by $\mathrm{Ry}$ is

$$\frac{e^2B^2\rho^2}{8\mu}\,\frac{2\mu a^2}{\hbar^2}=\frac{\gamma^2}{4}\frac{\rho^2}{a^2}.$$

With lengths in $a$ and energies in $\mathrm{Ry}$, the Hamiltonian for $L_z=0$ is therefore

$$H=-\nabla^2-\frac2r+\frac{\gamma^2}{4}\rho^2 .$$

In two dimensions $\psi_0=e^{-2r}$ is the 1s state: $\nabla^2\psi_0=(4-2/r)\psi_0$, so the energy is $-4$. Here $\rho=r$ and the area element carries a factor $r$. With $\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}$,

$$\langle\rho^2\rangle_{2D}=\frac{\int_0^\infty r^3e^{-4r}dr}{\int_0^\infty r\,e^{-4r}dr}=\frac{6/256}{1/16}=\frac38 .$$

In three dimensions this Hamiltonian also takes the reduced mass along the field equal to the in-plane one; a different mass along $z$ leaves the boxed law with the in-plane $\mu$ but changes the state and the value of $\langle\rho^2\rangle$. For equal masses $\psi_0=e^{-r}$, $\nabla^2\psi_0=(1-2/r)\psi_0$, and the energy is $-1$. The volume element carries $r^2$:

$$\langle r^2\rangle_{3D}=\frac{\int_0^\infty r^4e^{-2r}dr}{\int_0^\infty r^2e^{-2r}dr}=\frac{24/32}{2/8}=3 .$$

Q: So the three-dimensional shift contains $3a^2$?

A: No. The field acts on the two perpendicular directions, and a spherical state shares $\langle r^2\rangle$ equally among three. Hence $\langle\rho^2\rangle_{3D}=\tfrac23\cdot3=2$. Restoring units,

$$\Delta E_{2D}=\frac{e^2B^2}{8\mu}\frac{3a^2}{8}=\frac{3e^2B^2a^2}{64\mu},\qquad \Delta E_{3D}=\frac{e^2B^2}{8\mu}\,2a^2=\frac{e^2B^2a^2}{4\mu}.$$

In Rydberg form these are $3\gamma^2/32$ and $\gamma^2/2$. For equal $a$ and $\mu$, the three-dimensional shift is larger by $16/3$.

Q: First-order perturbation theory in a potential that grows without limit makes me uneasy. The shift cannot stay quadratic.

A: It does not. If the field dominates in two dimensions, drop the Coulomb term. Then $e^{-\gamma r^2/4}$ has $\nabla^2\psi=(\gamma^2r^2/4-\gamma)\psi$, so its energy is $\gamma$, or $\hbar eB/(2\mu)$ in ordinary units. That is linear in $B$. The quadratic law belongs to the regime where the field hardly deforms the state.

The first correction can be found in closed form. Write the perturbation as $\lambda W$ with $W=\rho^2$ and $\lambda=\gamma^2/4$, and expand $\psi=\psi_0+\lambda\psi_1+\dots$ and $E=E_0+\lambda E_1+\lambda^2E_2+\dots$. The terms in $\lambda$ and $\lambda^2$ of the Schrödinger equation are

$$(H_0-E_0)\psi_1=(E_1-W)\psi_0,\qquad (H_0-E_0)\psi_2+(W-E_1)\psi_1=E_2\psi_0 .$$

Projecting the second on $\psi_0$ removes $\psi_2$. With $\psi_1=f\psi_0$ this gives $E_2=\langle(W-E_1)f\rangle$, where $E_1=\langle W\rangle$. Because $(H_0-E_0)\psi_0=0$, the first equation becomes

$$\nabla^2f+2\,\frac{\nabla\psi_0}{\psi_0}\cdot\nabla f=W-E_1 .$$

Q: Solve it in two dimensions, then.

A: There $\nabla\psi_0/\psi_0=-2\hat{\mathbf r}$, so $f''+f'/r-4f'=r^2-\tfrac38$. Try $f=\alpha r^3+\beta r^2$. The left side is $-12\alpha r^2+(9\alpha-8\beta)r+4\beta$. Matching $r^2$ gives $\alpha=-\tfrac1{12}$, matching $r$ gives $\beta=\tfrac98\alpha=-\tfrac3{32}$, and the constant $4\beta=-\tfrac38$ then agrees.

The moments $\langle r^n\rangle=(n+1)!/4^n$ are $\tfrac38,\tfrac38,\tfrac{15}{32},\tfrac{45}{64}$ for $n=2,3,4,5$. Therefore

$$\langle r^2f\rangle=-\frac1{12}\frac{45}{64}-\frac3{32}\frac{15}{32}=-\frac{105}{1024},\qquad \langle f\rangle=-\frac1{32}-\frac9{256}=-\frac{17}{256},$$

$$E_2=-\frac{105}{1024}+\frac38\cdot\frac{17}{256}=-\frac{159}{2048}.$$

Multiplying by $\lambda^2=\gamma^4/16$,

$$\frac{\Delta E_{2D}}{\mathrm{Ry}}=\frac{3}{32}\gamma^2-\frac{159}{32768}\gamma^4+\dots$$

Q: In three dimensions the perturbation is not spherical. Does the method survive?

A: Yes, with one angular function more. With $P_2=\tfrac12(3\cos^2\theta-1)$, we have $\rho^2=r^2\sin^2\theta=\tfrac23r^2(1-P_2)$. Put $f=g_0(r)+g_2(r)P_2$. Since $\nabla\psi_0/\psi_0=-\hat{\mathbf r}$, the two parts obey

$$g_0''+\frac2rg_0'-2g_0'=\frac23r^2-2,\qquad g_2''+\frac2rg_2'-\frac6{r^2}g_2-2g_2'=-\frac23r^2 .$$

For $g=\alpha r^3+\beta r^2$ the left sides are $-6\alpha r^2+(12\alpha-4\beta)r+6\beta$ and $-6\alpha r^2+(6\alpha-4\beta)r$. Matching powers gives

$$g_0=-\frac{r^3}9-\frac{r^2}3,\qquad g_2=\frac{r^3}9+\frac{r^2}6 .$$

The moments $\langle r^n\rangle=(n+2)!/2^{n+1}$ are $3,\tfrac{15}2,\tfrac{45}2,\tfrac{315}4$ for $n=2,3,4,5$. They give $\langle r^2g_0\rangle=-\tfrac{35}4-\tfrac{15}2=-\tfrac{65}4$, $\langle r^2g_2\rangle=\tfrac{35}4+\tfrac{15}4=\tfrac{25}2$ and $\langle g_0\rangle=-\tfrac56-1=-\tfrac{11}6$. Over the sphere $P_2$ averages to $0$ and $P_2^2$ to $\tfrac15$, so

$$E_2=\frac23\left(-\frac{65}4\right)-\frac23\cdot\frac15\cdot\frac{25}2-2\left(-\frac{11}6\right)=-\frac{53}6,$$

$$\frac{\Delta E_{3D}}{\mathrm{Ry}}=\frac{\gamma^2}2-\frac{53}{96}\gamma^4+\dots$$

The quartic term relative to the quadratic one is $\tfrac{53}{1024}\gamma^2$ in two dimensions and $\tfrac{53}{48}\gamma^2$ in three. The larger state is deformed much sooner.

Q: Put in numbers, so that I can see what "weak" means.

A: Take round model values, $\mu=0.1$ electron masses and $\varepsilon=10$. Then $a=5.292$ nm, $\mathrm{Ry}=13.606$ meV and $\gamma=0.042544$ per tesla. The common factor is

$$13.606\ \text{meV}\times(0.042544\ \text{T}^{-1})^2=24.63\ \mu\text{eV/T}^2 .$$

Multiplying by $3/32$ and $1/2$ gives $2.31$ and $12.31\ \mu$eV/T². At 10 T the first-order shifts are 0.231 and 1.231 meV. Numerical diagonalization in the field gives 0.229 and 1.077 meV. Relative to those values, the first-order law is 0.9 % too high in two dimensions and 14 % too high in three.

The quartic term reaches one tenth of the quadratic one at 32.7 T in two dimensions and at 7.1 T in three. Beyond such fields, adding the quartic term alone is not a safe repair. At 10 T in three dimensions it is 20 % of the quadratic term and would give 0.985 meV, which is now too low.

Q: Is it an accident that the first-order law comes out too high both times?

A: No. For the lowest state with $L_z=0$, use the zero-field wave function as a trial function in the full Hamiltonian. The variational principle gives $\Delta E\le e^2B^2\langle\rho^2\rangle/(8\mu)$. Moreover, the exact energy is the minimum over trial functions of expressions linear in $B^2$, so it is concave in $B^2$. Hence $\Delta E/B^2$ cannot increase with field. A radius computed from one finite-field shift is too small, or at best equal to the true one, apart from reading errors.

Q: Then how do I get an honest radius from data? A real line also splits in the field.

A: Deal with the splitting first. Spin and valley moments shift the lines of the two circular polarizations. If the crystal is symmetric under time reversal at zero field, reversing time exchanges the polarizations and reverses $B$, so $E_+(B)=E_-(-B)$. The average $\tfrac12[E_+(B)+E_-(B)]$ is then even in $B$, and terms linear in $B$ cancel. Terms in $B^2$ from spin or band mixing, which this model leaves out, do not cancel; what follows assumes they are small beside the diamagnetic term.

Next, remove the leading departure from the quadratic law, the term in $B^4$. Define $s(B)=[E(B)-E(0)]/B^2=\sigma+\tau B^2+\dots$ and neglect the rest. Then $s(2B)=\sigma+4\tau B^2$, and

$$\sigma=\frac{4s(B)-s(2B)}3,\qquad \tau=\frac{s(2B)-s(B)}{3B^2},\qquad \sqrt{\langle\rho^2\rangle}=\frac{\sqrt{8\mu\sigma}}e .$$

A reading at a third field checks the neglect, but only to within the reading error; a small bias in $\sigma$ can pass it unseen.

Q: Show me on a case that is not hydrogenic, or you will be getting back what you put in.

A: Keep $\mu$ and $\varepsilon$, but confine the electron and the hole to two parallel planes 4 nm apart, perpendicular to the field. The attraction is $-2/\sqrt{\rho^2+d^2}$ in exciton units, with $d=0.756$. It is symmetric about the field axis, so the boxed law applies. These are simulated data, computed for this model without Zeeman terms and rounded to 0.001 meV. Energies are measured from the free pair at zero field.

| $B$ (T) | $E$ (meV) | shift (meV) |
|---|---|---|
| 0 | −14.059 | 0 |
| 3 | −13.912 | 0.147 |
| 4.5 | −13.735 | 0.324 |
| 6 | −13.498 | 0.561 |

From 3 and 6 T, $s(3)=147/9=16.333$ and $s(6)=561/36=15.583$, both in $\mu$eV/T². Thus

$$\sigma=\frac{4(16.333)-15.583}3=16.583\ \frac{\mu\text{eV}}{\text T^2},\qquad \tau=\frac{15.583-16.333}{27}=-0.0278\ \frac{\mu\text{eV}}{\text T^4}.$$

At 4.5 T this predicts $16.583(20.25)-0.0278(410.1)=324.4\ \mu$eV, and the reading is 324. For the radius, recall that $\sigma$ is the common factor $24.63\ \mu$eV/T² times $\langle\rho^2\rangle/(4a^2)$:

$$\frac{\langle\rho^2\rangle}{a^2}=\frac{4(16.583)}{24.626}=2.6936,\qquad \sqrt{\langle\rho^2\rangle}=1.6412\times5.2918\ \text{nm}=8.685\ \text{nm}.$$

Q: What is the true value, and how large should I expect the error to be?

A: A separate finite-difference calculation of the zero-field wave function gives 8.715 nm, so the extracted radius is 0.35 % low. Two things contribute. With unrounded energies at 3 and 6 T the same formula gives 8.698 nm, already about 0.2 % low because of the neglected powers beyond $B^4$; the rounding of these readings adds the remaining 0.14 %. Rounding could have cost more. In terms of the readings, $\sigma$ contains $E(3)$ with weight $4/27$, $E(6)$ with $-1/108$ and $E(0)$ with $-15/108$, in T⁻². The magnitudes add up to $0.296$. With at most $0.5\ \mu$eV of rounding in each reading, $\sigma$ can be off by $0.15\ \mu$eV/T², or 0.9 %. The radius goes as $\sqrt\sigma$, so it can be off by about 0.45 %, or 0.04 nm. The error from the neglected higher powers of $B$ comes on top of this bound.

Single readings do worse here: 3 T alone gives 8.62 nm and 6 T alone gives 8.42 nm. Nor do stronger fields help without limit. With unrounded energies, the law drawn from 3 and 6 T misses the shift at 4.5 T by 0.0006 meV. The law drawn from 5 and 10 T misses the one at 7.5 T by 0.006 meV. The useful fields are strong enough for a readable shift and weak enough for two terms to suffice.

Q: You used $a$, which contains $\varepsilon$. Did the dielectric constant enter the radius after all?

A: It cancels. The common factor divided by $a^2$ is $\mathrm{Ry}\,\gamma^2/(B^2a^2)=e^2/(2\mu)$. The reduced mass does not cancel: the data determine $\langle\rho^2\rangle/\mu$, and the radius is proportional to $\sqrt\mu$. If the assumed $\mu$ is 10 % too large, the radius comes out $\sqrt{1.1}-1=4.9$ % too large, however precise the spectra.

To get $\mu$ from the same weak-field coefficient $\sigma$, you would have to assume a potential. For the two-dimensional hydrogenic state, $a\propto\varepsilon/\mu$ gives $\sigma\propto\varepsilon^2/\mu^3$, which fixes $\mu$ if $\varepsilon$ is known. For the separated planes that assumption would be wrong: with the same $\mu$ and $\varepsilon$, the hydrogenic radius is 3.24 nm, not 8.7 nm. With an independent $\mu$, the shift gives the radius without a model of the attraction beyond its axial symmetry, within the limits of the model: parabolic bands with isotropic in-plane masses, and a pair free to move in the plane with $K_\perp=0$. If a potential localizes the centre of mass, as disorder or a dot can, the state contains a spread of $K_\perp$; the cross term found above then lowers the shift in second order, and the radius read from it is too small. The numerical check below tests both the reduction to relative motion and this extraction.

## Computed values

```
2D 1s <rho^2> / a^2 = 3/8
3D 1s <rho^2> / a^2 = 2
2D coefficients of gamma^2, gamma^4 (Ry): 3/32 , -159/32768
3D coefficients of gamma^2, gamma^4 (Ry): 1/2 , -53/96
2D coefficients by diagonalization (Ry): 0.093750, -0.004839
3D coefficients by diagonalization (Ry): 0.500000, -0.55088
reduced mass = 0.1 electron masses
relative permittivity = 10.0
exciton Bohr radius a = 5.2918 nm
exciton Rydberg Ry = 13.6057 meV
gamma per tesla = 0.042544 1/T
gamma at 10 T = 0.42544
2D root mean square radius = 3.241 nm
3D root mean square in-plane radius = 7.484 nm
2D diamagnetic coefficient = 2.3087 micro-eV/T^2
3D diamagnetic coefficient = 12.3130 micro-eV/T^2
2D shift at 10 T, first order = 0.2309 meV
2D shift at 10 T, diagonalization = 0.2288 meV
3D shift at 10 T, first order = 1.2313 meV
3D shift at 10 T, diagonalization = 1.0768 meV
2D field where quartic/quadratic = 0.1: 32.67 T
3D field where quartic/quadratic = 0.1: 7.07 T
distance between the planes = 4.0 nm = 0.7559 a
simulated: B =  0.0 T, E = -14.059 meV, shift = 0.000 meV
simulated: B =  3.0 T, E = -13.912 meV, shift = 0.147 meV
simulated: B =  4.5 T, E = -13.735 meV, shift = 0.324 meV
simulated: B =  6.0 T, E = -13.498 meV, shift = 0.561 meV
B =  3.0 T: shift/B^2 = 16.333 micro-eV/T^2, apparent radius = 8.619 nm
B =  4.5 T: shift/B^2 = 16.000 micro-eV/T^2, apparent radius = 8.531 nm
B =  6.0 T: shift/B^2 = 15.583 micro-eV/T^2, apparent radius = 8.419 nm
extrapolated sigma = 16.583 micro-eV/T^2
quartic coefficient tau = -0.02778 micro-eV/T^4
two-term law at 4.5 T: shift = 0.3244 meV
unrounded misfit at 4.5 T, law from 3 and 6 T: 0.00061 meV
unrounded misfit at 7.5 T, law from 5 and 10 T: 0.00619 meV
extracted radius = 8.685 nm = 1.6412 a
radius from zero-field wave function = 8.715 nm
extracted/direct radius - 1 = -0.35 %
```
